# Magnetic hyperfine constants of a single electron with nonzero orbital momentum, part 1

(Sections cited here and not found follow in the second part.)

## Setting and conventions

Angular momenta are in units of $\hbar$. The electron has charge $-e$, mass $m$ and spin moment $\boldsymbol\mu_s=-g_s\mu_B\mathbf S$ with $g_s>0$ and $\mu_B=e\hbar/2m$. The nucleus has the moment $\boldsymbol\mu=g_I\mu_N\mathbf I$. The unit vector along the electron position is $\mathbf n=\mathbf r/r$, repeated Cartesian indices are summed, and $[j]$ means $2j+1$. Phases are those of Condon and Shortley, coupled states are $|(l\,s)jm\rangle=\sum\langle l\,m_l\,s\,m_s|jm\rangle|l\,m_l\rangle|s\,m_s\rangle$, and the Clebsch–Gordan coefficients, with their orthogonality and their symmetry $\langle j_1m_1j_2m_2|jm\rangle=(-1)^{j_1+j_2-j}\langle j_2m_2j_1m_1|jm\rangle$, are taken as known.

The assumptions are these.

(A1) One electron, $s=1/2$, moves in a central field with $l>0$, and its radial function behaves as $R\sim r^l$ at the origin.

(A2) The electron is described by the nonrelativistic Pauli Hamiltonian, and the same $R$ serves for $j=l+\tfrac12$ and $j=l-\tfrac12$.

(A3) The nucleus is a fixed point dipole, and only terms linear in $\boldsymbol\mu$ are kept.

(A4) The hyperfine energy is small against the fine-structure interval $\Delta$ between the two $j$ levels and against the distance to any other level of the same parity, so that first-order degenerate perturbation theory is applied inside one level $j$.

$P_j$ is the projector on the $2j+1$ states $|(l\,s)jm\rangle$ with the given radial function.

## The theorem

**Theorem.** Under (A1) to (A4) the magnetic hyperfine interaction inside the level $j$ is $A_j\,\mathbf I\cdot\mathbf J$ with

$$A_j=K\,\frac{l(l+1)-a\,\langle\mathbf L\cdot\mathbf S\rangle_j}{j(j+1)},\qquad K=\frac{\mu_0}{4\pi}\,2\mu_B\,g_I\mu_N\,\langle r^{-3}\rangle,\qquad a=\frac{g_s}{2}-1, \tag{1}$$

where $\langle\mathbf L\cdot\mathbf S\rangle_j=l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$. For $g_s=2$,

$$A_j=K\,\frac{l(l+1)}{j(j+1)},\qquad \frac{A_{l-1/2}}{A_{l+1/2}}=\frac{2l+3}{2l-1}, \tag{2}$$

which is 5 for a p electron. For $g_s\ne2$ the p ratio is $5(2+a)/(2-a/2)$.

The pure form $l(l+1)/[j(j+1)]$ is therefore a statement about $g_s=2$, and the ratio 5 needs in addition the common $\langle r^{-3}\rangle$ of (A2).

## The interaction

**Lemma 1.** Between states with the radial function $R$ and $l>0$ the interaction is

$$H=K\,\mathbf I\cdot\mathbf N,\qquad \mathbf N=\mathbf L+\frac{g_s}{2}\mathbf D,\qquad \mathbf D=3\mathbf n(\mathbf S\cdot\mathbf n)-\mathbf S. \tag{3}$$

*Proof.* The point dipole is singular at the origin, so it is approached through the smooth vector potential

$$\boldsymbol{\mathcal A}=\frac{\mu_0}{4\pi}\,\boldsymbol\mu\times\mathbf r\,f(r),\qquad f=(r^2+\epsilon^2)^{-3/2},$$

which tends to the dipole potential as $\epsilon\to0$. The Pauli Hamiltonian contains $(\mathbf p+e\boldsymbol{\mathcal A})^2/2m-\boldsymbol\mu_s\cdot\mathbf B$ with $\mathbf B=\nabla\times\boldsymbol{\mathcal A}$. The part linear in $\boldsymbol\mu$ is $(e/2m)(\mathbf p\cdot\boldsymbol{\mathcal A}+\boldsymbol{\mathcal A}\cdot\mathbf p)+g_s\mu_B\mathbf S\cdot\mathbf B$. The two orderings differ by $-i\hbar\nabla\cdot\boldsymbol{\mathcal A}$, which vanishes: $\nabla\cdot(\boldsymbol\mu\times\mathbf r)=0$ because each component of $\boldsymbol\mu\times\mathbf r$ is independent of its own coordinate, and $\nabla f\cdot(\boldsymbol\mu\times\mathbf r)=f'\,\mathbf n\cdot(\boldsymbol\mu\times\mathbf r)=0$. The cyclic property of the triple product gives $(\boldsymbol\mu\times\mathbf r)\cdot\mathbf p=\boldsymbol\mu\cdot(\mathbf r\times\mathbf p)=\hbar\,\boldsymbol\mu\cdot\mathbf L$, and $e\hbar/m=2\mu_B$, so the orbital term is

$$H_{\rm orb}=\frac{\mu_0}{4\pi}\,2\mu_B\,f(r)\,\boldsymbol\mu\cdot\mathbf L .$$

For the field, a constant $\boldsymbol\mu$ and $\mathbf g=\mathbf r f$ obey $\nabla\times(\boldsymbol\mu\times\mathbf g)=\boldsymbol\mu\,\nabla\cdot\mathbf g-(\boldsymbol\mu\cdot\nabla)\mathbf g$. Here $\nabla\cdot\mathbf g=3f+rf'$ and $(\boldsymbol\mu\cdot\nabla)\mathbf g=\boldsymbol\mu f+\mathbf r(\boldsymbol\mu\cdot\mathbf r)f'/r$. With $f'=-3r(r^2+\epsilon^2)^{-5/2}$ one has $2f+rf'=(2r^2+2\epsilon^2-3r^2)(r^2+\epsilon^2)^{-5/2}$, and

$$\mathbf B=\frac{\mu_0}{4\pi}\,\frac{r^2\,[3\mathbf n(\boldsymbol\mu\cdot\mathbf n)-\boldsymbol\mu]+2\epsilon^2\boldsymbol\mu}{(r^2+\epsilon^2)^{5/2}} .$$

Since $\mathbf S\cdot[3\mathbf n(\boldsymbol\mu\cdot\mathbf n)-\boldsymbol\mu]=\boldsymbol\mu\cdot\mathbf D$, the spin term is

$$H_{\rm spin}=\frac{\mu_0}{4\pi}\,g_s\mu_B\left[\frac{r^2}{(r^2+\epsilon^2)^{5/2}}\,\boldsymbol\mu\cdot\mathbf D+\frac{2\epsilon^2}{(r^2+\epsilon^2)^{5/2}}\,\boldsymbol\mu\cdot\mathbf S\right].$$

Each term is a radial function times an operator on angles and spins, so the radial function is replaced by its average with weight $R^2r^2$. The three radial functions are bounded by $r^{-3}$, $r^{-3}$ and $2r^{-3}$, and at each $r>0$ they tend to $r^{-3}$, $r^{-3}$ and $0$. By (A1), $R^2r^2r^{-3}\sim r^{2l-1}$ is integrable at the origin for $l\ge1$. Dominated convergence then gives the averages $\langle r^{-3}\rangle$, $\langle r^{-3}\rangle$ and $0$. Inserting $\boldsymbol\mu=g_I\mu_N\mathbf I$ and taking out $2\mu_B$ yields (3). $\square$

*Remark (the excluded case $l=0$).* For $l=0$ the average $\langle r^{-3}\rangle$ diverges, so the bounds, though still valid at each $r$, are not integrable with the weight $R^2r^2$, and dominated convergence cannot be used. The derivative of $r^3(r^2+\epsilon^2)^{-3/2}$ is $3\epsilon^2r^2(r^2+\epsilon^2)^{-5/2}$, so $\int_0^\infty 2\epsilon^2r^2(r^2+\epsilon^2)^{-5/2}dr=2/3$, and the last radial function tends to $(8\pi/3)\,\delta^3(\mathbf r)$, the Fermi contact term. Its average tends to $\tfrac23R(0)^2$, which is $8/3\;a_0^{-3}$ for hydrogen 1s, where $R(0)^2=4a_0^{-3}$. At $\epsilon=0.001\,a_0$ quadrature gives $2.656\;a_0^{-3}$ for 1s and $4.7\times10^{-7}\;a_0^{-3}$ for 2p, the latter to be set against $\langle r^{-3}\rangle=0.0416667\;a_0^{-3}$. Setting $l=0$ in (2) gives zero times infinity and says nothing about s states.

## Operators inside one level

A set of $2k+1$ operators $T^k_q$ is a tensor operator of rank $k$ under $\mathbf J$ if $[J_z,T^k_q]=qT^k_q$ and $[J_\pm,T^k_q]=\sqrt{k(k+1)-q(q\pm1)}\;T^k_{q\pm1}$. A vector operator obeys $[J_i,V_k]=i\varepsilon_{ikm}V_m$. Its spherical components $V_0=V_z$, $V_{\pm1}=\mp(V_x\pm iV_y)/\sqrt2$ have rank 1; for instance $[J_+,V_z]=[J_x,V_z]+i[J_y,V_z]=-iV_y-V_x=\sqrt2\,V_{+1}$, and the other commutators follow by the same substitution.

**Lemma 2 (Wigner–Eckart theorem and projection).** For a tensor operator of integer rank $k$ there is a number $\langle j\|T^k\|j'\rangle$, independent of $m,m',q$, with

$$\langle jm|T^k_q|j'm'\rangle=\langle j'm'\,kq|jm\rangle\,\frac{\langle j\|T^k\|j'\rangle}{\sqrt{[j]}}. \tag{4}$$

For a vector operator $\mathbf V$ and $j>0$,

$$P_j\mathbf VP_j=c_j\,P_j\mathbf J,\qquad c_j=\frac{\langle\mathbf V\cdot\mathbf J\rangle_j}{j(j+1)}=\frac{\langle j\|V\|j\rangle}{\sqrt{j(j+1)(2j+1)}}. \tag{5}$$

*Proof.* From $J_\pm T_q|j'm'\rangle=[J_\pm,T_q]|j'm'\rangle+T_qJ_\pm|j'm'\rangle$ and the same identity for $J_z$, the vectors $T_q|j'm'\rangle$ respond to $J_z$ and $J_\pm$ with the same coefficients as product states $|j'm'\rangle|kq\rangle$. The combinations $|\Phi_{JM}\rangle=\sum\langle j'm'kq|JM\rangle T_q|j'm'\rangle$ therefore respond as standard states $|JM\rangle$, and each is zero or an eigenvector of $\mathbf J^2$ and $J_z$. Hence $\langle jm|\Phi_{JM}\rangle$ vanishes unless $J=j$ and $M=m$. Letting $J_+$ in $\langle j,m+1|J_+|\Phi_{jm}\rangle$ act first to the right and then to the left gives $\alpha\langle j,m+1|\Phi_{j,m+1}\rangle=\alpha\langle jm|\Phi_{jm}\rangle$ with $\alpha=\sqrt{j(j+1)-m(m+1)}\neq0$ for $m<j$, so the overlap does not depend on $m$; it is named $\langle j\|T\|j'\rangle/\sqrt{[j]}$. Orthogonality of the coefficients inverts the definition, $T_q|j'm'\rangle=\sum\langle j'm'kq|JM\rangle|\Phi_{JM}\rangle$, and projection on $\langle jm|$ gives (4).

Applied to $J_z$ with $\langle jm\,1\,0|jm\rangle=m/\sqrt{j(j+1)}$, equation (4) gives $\langle j\|J\|j\rangle=\sqrt{j(j+1)(2j+1)}$. The matrices of $V_q$ and $J_q$ inside the level are the same coefficients times a constant, so they are proportional with the ratio of reduced elements as factor, which is the last form in (5). Because $\mathbf J$ commutes with $P_j$, $P_jV_iJ_iP_j=P_jV_iP_jJ_i=c_jP_j\mathbf J^2=c_j\,j(j+1)P_j$, which is the first form. $\square$

Equation (4) is the same convention as $\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle$, used in the program. A cyclic permutation of columns and the definition of the 3j symbol give $(-1)^{k-j'+m}[j]^{-1/2}\langle kq\,j'm'|jm\rangle$ for the symbol; exchanging the two momenta in the coefficient adds $(-1)^{k+j'-j}$; the total phase is $(-1)^{2k}=1$.

**Lemma 3.** (i) $\mathbf D$ and $\mathbf N$ are vector operators under $\mathbf J=\mathbf L+\mathbf S$. (ii) $\mathbf D\cdot\mathbf L=-\mathbf S\cdot\mathbf L$. (iii) For $s=1/2$, $\mathbf D\cdot\mathbf S=0$.

*Proof.* (i) The commutators $[J_i,n_k]=[L_i,n_k]=i\varepsilon_{ikm}n_m$ and $[J_i,S_k]=i\varepsilon_{ikm}S_m$ give $[J_i,S_kn_k]=i\varepsilon_{ikm}(S_mn_k+S_kn_m)=0$, an antisymmetric symbol being contracted with a symmetric expression. So $\mathbf S\cdot\mathbf n$ is a scalar, $\mathbf n(\mathbf S\cdot\mathbf n)$ is a vector, and so are $\mathbf S$ and $\mathbf L$. Under $\mathbf L$ alone $\mathbf D$ is not a vector, since $\mathbf S$ commutes with $\mathbf L$; the projection (5) is available only in the coupled states.

(ii) The components $n_i$ commute with each other and with $\mathbf S$, so $D_iL_i=3(\mathbf S\cdot\mathbf n)\,n_iL_i-S_iL_i$. Further $\hbar\,n_iL_i=\varepsilon_{ikm}\,n_ix_kp_m=r\,\varepsilon_{ikm}n_in_kp_m=0$.

(iii) $D_iS_i=3(\mathbf S\cdot\mathbf n)(\mathbf n\cdot\mathbf S)-\mathbf S^2$. The operator $\mathbf S\cdot\mathbf n$ is the spin component along a unit vector, with eigenvalues $\pm\tfrac12$, so its square is $\tfrac14$ times the identity, and $\tfrac34-\tfrac34=0$. $\square$

Part (iii) is special to spin $1/2$. For spin 1 the operator $3(\mathbf S\cdot\mathbf n)^2-2$ has the eigenvalues $1,-2,1$; the program asserts both the vanishing for spin $1/2$ and the failure for spin 1.

## Proof of the theorem

By Lemma 1 the perturbation is $K\,\mathbf I\cdot\mathbf N$, and by (A4) the first-order levels are the eigenvalues of $K\,\mathbf I\cdot P_j\mathbf NP_j$. By Lemma 3(i) and (5) this equals $Kc_j\,\mathbf I\cdot\mathbf J$ on the level, so $A_j=K\langle\mathbf N\cdot\mathbf J\rangle_j/[j(j+1)]$. Lemma 3(ii) and (iii) give $\mathbf D\cdot\mathbf J=-\mathbf L\cdot\mathbf S$, while $\mathbf L\cdot\mathbf J=\mathbf L^2+\mathbf L\cdot\mathbf S$. Therefore

$$\mathbf N\cdot\mathbf J=\mathbf L^2+\mathbf L\cdot\mathbf S-\frac{g_s}{2}\,\mathbf L\cdot\mathbf S=\mathbf L^2-a\,\mathbf L\cdot\mathbf S .$$

From $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$ follows $2\langle\mathbf L\cdot\mathbf S\rangle_j=j(j+1)-l(l+1)-\tfrac34$. For $j=l+\tfrac12$, $j(j+1)=l^2+2l+\tfrac34$ and the right side is $l$; for $j=l-\tfrac12$, $j(j+1)=l^2-\tfrac14$ and it is $-l-1$. This proves (1). At $a=0$ the ratio is $(l+\tfrac12)(l+\tfrac32)/[(l-\tfrac12)(l+\tfrac12)]=(2l+3)/(2l-1)$, and for $l=1$ it is $(15/4)/(3/4)=5$. For $l=1$ and general $a$ the numerators are $2+a$ at $j=\tfrac12$ and $2-a/2$ at $j=\tfrac32$, which multiplies the 5 by $(2+a)/(2-a/2)$. $\square$

With $\mathbf F=\mathbf I+\mathbf J$, the identity $2\,\mathbf I\cdot\mathbf J=\mathbf F^2-\mathbf I^2-\mathbf J^2$ gives the first-order energies

$$E_F=\tfrac12A_j\,[F(F+1)-j(j+1)-I(I+1)]. \tag{6}$$

*Remark 1 (the two parts).* At $g_s=2$ write $A_j/K=o_j+d_j$, with $o_j=[l(l+1)+\langle\mathbf L\cdot\mathbf S\rangle_j]/[j(j+1)]$ and $d_j=-\langle\mathbf L\cdot\mathbf S\rangle_j/[j(j+1)]$. Using $j(j+1)=(2l+1)(2l+3)/4$ and $(2l-1)(2l+1)/4$ for the upper and lower $j$,

$$d_{l+1/2}=-\frac{2l}{(2l+1)(2l+3)},\qquad d_{l-1/2}=\frac{2(l+1)}{(2l-1)(2l+1)}. \tag{7}$$

For p, $o_{1/2}=(2-1)/\tfrac34=\tfrac43$, $d_{1/2}=\tfrac43$, $o_{3/2}=(2+\tfrac12)/\tfrac{15}4=\tfrac23$, $d_{3/2}=-\tfrac2{15}$. Matrices built from quadrature of spherical harmonics reproduce these values and give for d the sums 1.600000 and 0.685714, with ratio $7/3$, and for f 1.371429 and 0.761905, with ratio $9/5$.

*Remark 2 (the sign of the dipolar part).* In the state $|l,l\rangle|\!\uparrow\rangle$ only the part of $D_z$ diagonal in spin survives, $\langle D_z\rangle=\tfrac12(3\langle\cos^2\theta\rangle-1)$. The density is proportional to $(1-x^2)^l$ with $x=\cos\theta$. Let $\mathcal I_l=\int_{-1}^1(1-x^2)^ldx$ and $\mathcal M=\int_{-1}^1x^2(1-x^2)^ldx$. Integration by parts with $x(1-x^2)^l=-\frac{d}{dx}(1-x^2)^{l+1}/(2l+2)$ gives $\mathcal M=\mathcal I_{l+1}/(2l+2)$, and $\mathcal I_{l+1}=\mathcal I_l-\mathcal M$, so

$$\langle\cos^2\theta\rangle_{m=l}=\frac{1}{2l+3},\qquad\langle D_z\rangle=-\frac{l}{2l+3}. \tag{8}$$

Because $\mathbf D$ is a vector operator under $\mathbf J$ by Lemma 3(i), division by $m=l+\tfrac12$ returns $d_{l+1/2}$ of (7), this time without parts (ii) and (iii) of that lemma. The electron is concentrated towards the plane perpendicular to $\mathbf L$, where $\mathbf n$ is perpendicular to the spin axis and $D_z$ reduces to $-S_z$: in its equatorial plane a dipole's field points against the dipole. The spin term thus opposes the orbital term when $\mathbf S$ is parallel to $\mathbf L$. As $l\to\infty$, $\langle D_z\rangle\to-\tfrac12$, $d_{l\pm1/2}\to\mp1/(2l)$, $o_j\to1$, and the ratio (2) tends to 1.

*Remark 3 (when the radial factors differ).* The proof treats the two terms separately, so if they carry different radial constants $K_o$ and $K_d$ the result is $A_j=K_oo_j+K_dd_j$; for p, $A_{1/2}=\tfrac43(K_o+K_d)$ and $A_{3/2}=\tfrac23K_o-\tfrac2{15}K_d$. The anomaly $a$ is the case $K_d=(1+a)K_o$, and expansion of $5(2+a)/(2-a/2)$ shows that a small relative excess $\eta$ of $K_d$ over $K_o$ changes the ratio to $5(1+\tfrac34\eta)$ at first order in $\eta$. Relativistic corrections make the radial functions depend on $j$ and violate (A2); since the electron speed scales as $Z\alpha c$, their relative size in a hydrogen-like ion is estimated, not derived here, as $(Z\alpha)^2$. In an atom with a core the valence electron is not alone, (A1) holds only at the level of a spin-independent central mean field, and terms beyond it are outside the theorem.

## The tensor form

Let $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ and $[C^2\otimes S]^1_q=\sum\langle2\,q_1\,1\,q_2|1\,q\rangle C^2_{q_1}S_{q_2}$.

Within one level $j$ the magnetic hyperfine interaction is $A_j\,\mathbf I\cdot\mathbf J$ with $A_j$ given by (1), and for $g_s=2$ and a common $\langle r^{-3}\rangle$ the ratio of the two p constants is 5. It remains to recover the constants from the tensor form, to find the coupling between the two $j$ levels that first order omits, and to work out the numbers for hydrogen 2p.

All numerical values are calculated from the stated model.
